# Decay and interpolation of Wannier electron-phonon matrix elements in insulators, part 1

(Sections cited here and not found follow in the later parts.)

A first-principles calculation of phonon-limited mobility or of a superconducting coupling constant needs the electron-phonon matrix element on a dense mesh of electron and phonon wavevectors. The self-consistent response can be afforded only on a coarse mesh of \(N^3\) phonon wavevectors. The gap is closed by transforming the coarse data to a localized basis and transforming back at arbitrary wavevectors. A decision comes first: whether a finer coarse mesh will cure a poor interpolation, or whether certain terms must be removed analytically beforehand and restored afterwards, and if so which terms. The answer depends on how fast the matrix element falls off in the localized basis. In a three-dimensional insulator whose bands admit exponentially localized Wannier functions it falls off in two different ways along its two lattice arguments. Along the electronic argument the decay is exponential, and refining the electron mesh pays off quickly. Along the phonon argument the decay is in general a power law, and when the displaced atom carries a Born charge or a dynamical quadrupole that leaves an \(R^{-2}\) or \(R^{-3}\) tail, no finite phonon mesh repairs the neighbourhood of \(\mathbf q=0\).

The algebra uses Hartree atomic units, with the electron charge equal to \(-1\). Let \(|w_{n\mathbf R}\rangle\) be orthonormal Wannier functions, \(w_{n\mathbf R}(\mathbf r)=w_{n\mathbf 0}(\mathbf r-\mathbf R)\), and let \(\mathbf r_n\) be a reference point near which \(w_{n\mathbf 0}\) is concentrated. One atom of the basis, at position \(\boldsymbol\tau\) in the cell, and one Cartesian direction of displacement are fixed throughout, so their labels are dropped. Let \(\partial V_{\mathbf R_p}(\mathbf r)\) be the derivative of the self-consistent (screened) one-electron potential with respect to the displacement of the copy of that atom in cell \(\mathbf R_p\). The object of study is
\[
g_{mn}(\mathbf R_e,\mathbf R_p)=\langle w_{m\mathbf 0}|\,\partial V_{\mathbf R_p}\,|w_{n\mathbf R_e}\rangle .\tag{1}
\]
Its link to the Bloch matrix element follows from translation symmetry. Take Bloch sums \(|\psi_{n\mathbf k}\rangle=\sum_{\mathbf R}e^{i\mathbf k\cdot\mathbf R}|w_{n\mathbf R}\rangle\) and the displacement wave \(\partial_{\mathbf q}V=\sum_{\mathbf R''}e^{i\mathbf q\cdot\mathbf R''}\partial V_{\mathbf R''}\). In a crystal of \(\mathcal N\) cells,
\[
g_{mn}(\mathbf k,\mathbf q)=\frac1{\mathcal N}\langle\psi_{m\mathbf k+\mathbf q}|\partial_{\mathbf q}V|\psi_{n\mathbf k}\rangle
=\frac1{\mathcal N}\sum_{\mathbf R'\mathbf R\mathbf R''}e^{-i(\mathbf k+\mathbf q)\cdot\mathbf R'}e^{i\mathbf k\cdot\mathbf R}e^{i\mathbf q\cdot\mathbf R''}\langle w_{m\mathbf R'}|\partial V_{\mathbf R''}|w_{n\mathbf R}\rangle .
\]
Translating all three objects by \(-\mathbf R'\) leaves the bracket unchanged. With \(\mathbf R_e=\mathbf R-\mathbf R'\) and \(\mathbf R_p=\mathbf R''-\mathbf R'\) the phases become \(e^{i\mathbf k\cdot\mathbf R_e}e^{i\mathbf q\cdot\mathbf R_p}\), the sum over \(\mathbf R'\) cancels \(1/\mathcal N\), and
\[
g_{mn}(\mathbf k,\mathbf q)=\sum_{\mathbf R_e}e^{i\mathbf k\cdot\mathbf R_e}g_{mn}(\mathbf R_e,\mathbf q),\qquad
g_{mn}(\mathbf R_e,\mathbf q)=\sum_{\mathbf R_p}e^{i\mathbf q\cdot\mathbf R_p}g_{mn}(\mathbf R_e,\mathbf R_p)=\langle w_{m\mathbf 0}|\partial_{\mathbf q}V|w_{n\mathbf R_e}\rangle .\tag{2}
\]
The rotation from the Wannier gauge to energy eigenstates and the contraction with phonon eigenvectors are applied after interpolation and play no part in the decay. Interpolation truncates the two sums in (2), so the question is the size of what is cut off.

The electronic argument is settled by an inequality. Assume first that \(\partial V\) is a local, bounded function. Taking the modulus inside the integral in (1) and replacing \(|\partial V|\) by its supremum, which is the same for every \(\mathbf R_p\) because the potentials are translates of one another, gives
\[
|g_{mn}(\mathbf R_e,\mathbf R_p)|\le \sup|\partial V|\;O_{mn}(\mathbf R_e),\qquad O_{mn}(\mathbf R_e)=\int|w_{m\mathbf 0}(\mathbf r)|\,|w_{n\mathbf R_e}(\mathbf r)|\,d^3r .\tag{3}
\]
The quantity \(O\) is the overlap of the moduli. The ordinary overlap vanishes by orthogonality and bounds nothing. Assume next that \(|w_{n\mathbf 0}(\mathbf r)|\le Ce^{-\kappa|\mathbf r-\mathbf r_n|}\), as holds for an isolated group of bands without topological obstruction in a suitable gauge. Put the origin at \(\mathbf r_m\) and let \(\boldsymbol\Delta=\mathbf R_e+\mathbf r_n-\mathbf r_m\). For any \(\kappa'<\kappa\), write \(\kappa=\kappa'+(\kappa-\kappa')\) in the exponent \(\kappa(|\mathbf r|+|\mathbf r-\boldsymbol\Delta|)\). The triangle inequality gives \(|\mathbf r|+|\mathbf r-\boldsymbol\Delta|\ge|\boldsymbol\Delta|\) for the first part, and \(|\mathbf r|+|\mathbf r-\boldsymbol\Delta|\ge|\mathbf r|\) serves for the second. With \(\int e^{-\lambda r}d^3r=8\pi/\lambda^3\),
\[
O_{mn}(\mathbf R_e)\le \frac{8\pi C^2}{(\kappa-\kappa')^3}\,e^{-\kappa'|\boldsymbol\Delta|}.\tag{4}
\]
The decay in \(\mathbf R_e\) is therefore exponential at any rate below \(\kappa\), uniformly in \(\mathbf R_p\), whatever the range of the potential. Two departures from the assumptions leave this intact. The derivative of a bare nuclear potential diverges as \(r^{-2}\) at the nucleus, but \(r^{-2}\) is integrable in three dimensions: a small ball around the nucleus contributes at most \(\int_{\rm ball}|\partial V|\) times the supremum of \(|w_{m\mathbf 0}||w_{n\mathbf R_e}|\), and that supremum is at most \(C^2e^{-\kappa|\boldsymbol\Delta|}\) by the same triangle inequality. A separable nonlocal pseudopotential contributes products such as \(\langle w_{m\mathbf 0}|\partial\beta\rangle\langle\beta|w_{n\mathbf R_e}\rangle\) with a projector \(\beta\) confined near the displaced atom, and the two factors decay with the distance from that atom to each Wannier centre, so their product again carries \(e^{-\kappa|\boldsymbol\Delta|}\). A potential that is nonlocal over long distances, such as exact exchange, falls outside the argument, as do Wannier functions with algebraic tails.

For the phonon argument a bound of this kind loses the essential facts, because at large \(\mathbf R_p\) the potential is nearly constant over the pair density \(w_{m\mathbf 0}^*w_{n\mathbf R_e}\) and orthogonality then cancels the leading term. The exact asymptotics come from the behaviour of \(g(\mathbf R_e,\mathbf q)\) near \(\mathbf q=0\). Under the displacement wave the first-order charge density \(\rho\) (ionic plus electronic, counted positive for positive charge) and the electrostatic potential \(\varphi\) have Bloch form. With \(\mathbf K=\mathbf q+\mathbf G\) and \(\mathbf G\) a reciprocal lattice vector,
\[
\rho(\mathbf r)=\sum_{\mathbf G}\rho(\mathbf K)e^{i\mathbf K\cdot\mathbf r},\qquad \varphi(\mathbf r)=\sum_{\mathbf G}\varphi(\mathbf K)e^{i\mathbf K\cdot\mathbf r},\qquad \varphi(\mathbf K)=\frac{4\pi\rho(\mathbf K)}{K^2}.
\]
The electron feels \(-\varphi\), plus exchange-correlation and short-range ionic terms. Among all the kernels in the self-consistent problem, only the Coulomb factor \(4\pi/q^2\) of the \(\mathbf G=0\) component is singular at \(\mathbf q=0\). The factors with \(\mathbf G\ne0\) are analytic while \(|\mathbf q|\) is smaller than the shortest \(\mathbf G\), a local or semilocal exchange-correlation kernel is polynomial in \(\mathbf K\) between periodic functions, and the independent-particle response of a gapped system decays exponentially in space, which makes it analytic in \(\mathbf q\).

The singular factor is isolated by treating the macroscopic amplitude \(\varphi_0\equiv\varphi(\mathbf q)\) as if it were imposed from outside. The remaining self-consistent problem is linear with two sources, the displacement and \(\varphi_0e^{i\mathbf q\cdot\mathbf r}\), so every output is a sum of two parts. The response to the displacement with \(\varphi_0\) held at zero is the short-circuit response, labelled sc. For the \(\mathbf G=0\) charge and for the potential on the electron,
\[
\rho(\mathbf q)=\rho^{\rm sc}(\mathbf q)+\tilde\chi(\mathbf q)\,\varphi_0,\qquad
\partial_{\mathbf q}V=\partial_{\mathbf q}V^{\rm sc}-\varphi_0\left[e^{i\mathbf q\cdot\mathbf r}+\ell_{\mathbf q}(\mathbf r)\right].\tag{5}
\]
Here \(\tilde\chi\) is the macroscopic charge induced per unit \(\varphi_0\), and \(\ell_{\mathbf q}\) is the microscopic self-consistent potential (the \(\mathbf G\ne0\) electrostatic components and the exchange-correlation part) that the macroscopic wave induces. The assumption carried forward is that this reduced problem is invertible at \(\mathbf q=0\), so that \(\rho^{\rm sc}\), \(\tilde\chi\), \(\partial_{\mathbf q}V^{\rm sc}\) and \(\ell_{\mathbf q}\) are analytic there. In the model treated below this is shown explicitly. Poisson's equation for the \(\mathbf G=0\) component, \(q^2\varphi_0=4\pi(\rho^{\rm sc}+\tilde\chi\varphi_0)\), closes the loop:
\[
\varphi_0=\frac{4\pi\rho^{\rm sc}(\mathbf q)}{q^2-4\pi\tilde\chi(\mathbf q)}.\tag{6}
\]

The denominator is fixed by three facts. A constant potential moves no charge at fixed electron number in an insulator, so \(\tilde\chi(0)=0\). The static response is a second derivative of the energy and hence Hermitian, so its diagonal element \(\tilde\chi(\mathbf q)\) is real. A real perturbation produces a real density, so \(\tilde\chi(-\mathbf q)=\tilde\chi(\mathbf q)^*\). Together these make \(\tilde\chi\) even, and its series starts at second order with no third-order term. The second-order coefficient is the clamped-ion dielectric tensor \(\varepsilon\). The macroscopic field is \(\mathbf E=-i\mathbf q\varphi_0\), the polarization is \(\mathbf P=(\varepsilon-1)\mathbf E/4\pi\), and the bound charge is \(-i\mathbf q\cdot\mathbf P=(-i)^2\,\mathbf q\cdot(\varepsilon-1)\cdot\mathbf q\,\varphi_0/4\pi\). Thus
\[
q^2-4\pi\tilde\chi(\mathbf q)=\mathbf q\cdot\varepsilon\cdot\mathbf q+O(q^4).\tag{7}
\]

The numerator is a multipole series. With \(\Omega\) the cell volume, refer the short-circuit charge to the displaced atom by writing \(\Omega\rho^{\rm sc}(\mathbf q)=e^{-i\mathbf q\cdot\boldsymbol\tau}\bar\rho(\mathbf q)\). For a localized charge \(\rho_1\) induced by one displaced atom, \(\bar\rho=\int\rho_1e^{-i\mathbf q\cdot(\mathbf r-\boldsymbol\tau)}d^3r\), and expanding the exponential gives the total charge, then \(-i\mathbf q\) times the first moment, then \(-\tfrac12\mathbf q\mathbf q\) times the second moment. A displacement creates no net charge, so
\[
\bar\rho(\mathbf q)=-i\,\mathbf q\cdot\mathbf Z^*-\tfrac12\,\mathbf q\cdot Q\cdot\mathbf q+O(q^3).\tag{8}
\]
Equation (8) defines the Born charge vector \(\mathbf Z^*\) (the column of the Born tensor that belongs to the chosen displacement direction) and the symmetric dynamical quadrupole \(Q\), here the full second moment with its trace. Both are real because \(\bar\rho(-\mathbf q)=\bar\rho(\mathbf q)^*\).

The Wannier pair probes \(\varphi_0\) through \(B(\mathbf q)=\langle w_{m\mathbf 0}|e^{i\mathbf q\cdot\mathbf r}+\ell_{\mathbf q}|w_{n\mathbf R_e}\rangle\). At \(\mathbf q=0\) the imposed potential is a constant and induces nothing, so \(\ell_{\mathbf 0}=0\) and \(B(0)=\delta\), where
\[
\delta\equiv\delta_{mn}\,\delta_{\mathbf R_e,\mathbf 0}
\]
by orthonormality. At first order \(\ell_{\mathbf q}=i\mathbf q\cdot\boldsymbol\lambda(\mathbf r)+O(q^2)\) with \(\boldsymbol\lambda\) lattice periodic. It is the microscopic potential that a uniform macroscopic field creates by polarizing the charge inside each cell. The plane wave can be expanded under the integral because the pair density decays exponentially, \(e^{i\mathbf q\cdot\mathbf r}=e^{i\mathbf q\cdot\mathbf r_m}[1+i\mathbf q\cdot(\mathbf r-\mathbf r_m)+\dots]\). Pulling the same phase out of the \(\ell\) term changes it only at second order. Hence
\[
B(\mathbf q)=e^{i\mathbf q\cdot\mathbf r_m}\left[\delta+i\,\mathbf q\cdot\mathbf D+O(q^2)\right],\qquad
\mathbf D=\langle w_{m\mathbf 0}|\mathbf r-\mathbf r_m|w_{n\mathbf R_e}\rangle+\mathbf L,\qquad \mathbf L=\langle w_{m\mathbf 0}|\boldsymbol\lambda|w_{n\mathbf R_e}\rangle .\tag{9}
\]
The vector \(\mathbf D\) is the screened dipole of the pair density. It decays exponentially in \(\mathbf R_e\) by the argument that led to (4), since \(\boldsymbol\lambda\) is bounded and a linear factor is absorbed by slightly lowering \(\kappa'\).

From (5), \(g-g^{\rm sc}=-\varphi_0B\). The product of (8) and (9), with the overall minus sign, is
\[
-\left(-i\,\mathbf q\cdot\mathbf Z^*-\tfrac12\mathbf q\cdot Q\cdot\mathbf q\right)\left(\delta+i\,\mathbf q\cdot\mathbf D\right)
= i\delta\,\mathbf q\cdot\mathbf Z^*+ i^2(\mathbf q\cdot\mathbf Z^*)(\mathbf q\cdot\mathbf D)+\tfrac12\delta\,\mathbf q\cdot Q\cdot\mathbf q+O(q^3).
\]
The \(O(q^4)\) term of (7) is a relative correction of order \(q^2\), which turns the leading \(1/q\) into a term of order \(q\). Had \(\tilde\chi\) contained a cubic term, it would have entered at order \(q^0\), so the evenness is needed. Collecting the second-order terms in one symmetric tensor,
\[
M_{\beta\gamma}=\tfrac12\delta\,Q_{\beta\gamma}-\tfrac12\left(Z^*_\beta D_\gamma+Z^*_\gamma D_\beta\right),\tag{10}
\]
the result is
\[
g(\mathbf R_e,\mathbf q)=g^{\rm sc}(\mathbf R_e,\mathbf q)+e^{i\mathbf q\cdot(\mathbf r_m-\boldsymbol\tau)}\left[h_{-1}(\mathbf q)+h_0(\mathbf q)+O(q)\right],
\]
\[
h_{-1}=\frac{4\pi}{\Omega}\,\frac{i\delta\,\mathbf q\cdot\mathbf Z^*}{\mathbf q\cdot\varepsilon\cdot\mathbf q},\qquad
h_0=\frac{4\pi}{\Omega}\,\frac{\mathbf q\cdot M\cdot\mathbf q}{\mathbf q\cdot\varepsilon\cdot\mathbf q}.\tag{11}
\]
The first term is the Fröhlich divergence, homogeneous of degree \(-1\) in \(\mathbf q\). The second is homogeneous of degree zero: finite, but with a limit at \(\mathbf q\to0\) that depends on direction. The higher terms have the same build. The bracket is a ratio of two analytic functions, and expanding the inverse of the denominator as a geometric series in its \(O(q^4)\) part produces terms \(h_j\), each a polynomial of degree \(j+2k\) divided by \((\mathbf q\cdot\varepsilon\cdot\mathbf q)^k\). Each \(h_j\) is homogeneous of degree \(j\) and has parity \((-1)^j\). The degree-one term collects the octupole of \(\bar\rho\), the product of \(Q\) with \(\mathbf D\), the product of \(\mathbf Z^*\) with the second-order term of \(B\), and the \(q^4\) dispersion of (7).

The matrix element has been shown to decay exponentially in \(\mathbf R_e\), and its singular behaviour at \(\mathbf q=0\) has been isolated in (11). What remains is to turn that singularity into the decay in \(\mathbf R_p\), to find its consequences for interpolation, and to test both in a self-consistent model.
